# Negative differential conductivity of an electron swarm from momentum and power balance

## A gas that takes a fixed power

Suppose electrons drift through a gas under a constant force $F$, and collisions take the same power $S_0$ from each electron whatever its energy. In a steady state the field supplies what the gas takes. The field does work at the rate $FW$ on an electron of drift speed $W$, so

$$FW=S_0,\qquad W=\frac{S_0}{F}.$$

A stronger field gives a slower drift. The random energy adjusts to make this possible. Let the collision frequency that destroys momentum be $\nu=b\varepsilon$, where $\varepsilon$ is the mean energy. Momentum balance is then $F=\nu W$ (electron mass 1), so that

$$F^2=\nu\,(FW)=b\varepsilon S_0,\qquad \varepsilon=\frac{F^2}{bS_0}.$$

The swarm heats until friction has grown enough to hold the drift down. These formulas need a force strong enough to keep the drift energy $W^2/2$ below the mean energy $\varepsilon$, that is, $F^4>bS_0^3/2$.

If $\nu$ were constant as well, $F^2=\nu S_0$ would allow one field only. At any higher field the electrons would gain energy without end. This suggests that a falling drift can persist only under two conditions: losses that lag behind friction, and a product of loss and friction that still grows with energy.

## The two balances

I use atomic units in the algebra: electron mass and charge magnitude are 1. The force $F$ points along $+z$, opposite to the electric field, so $W=\langle v_z\rangle$ is positive. The gas is dilute and uniform, and electrons are neither created nor lost. At fixed electron density the current is proportional to $W$, so negative differential conductivity means $dW/dF<0$.

The velocity distribution $f$, normalized to 1, obeys

$$\frac{\partial f}{\partial t}+F\frac{\partial f}{\partial v_z}=C[f],$$

where $C$ is the effect of collisions. Multiply by $v_z$ and integrate over velocity. Since $f$ vanishes at large speed, integration by parts gives

$$F\int v_z\frac{\partial f}{\partial v_z}\,d^3v=-F\int f\,d^3v=-F.$$

Take scattering to be isotropic, from molecules so heavy that their recoil can be neglected. A collision then removes, on average, all of the electron's $v_z$. With $\nu_m(v)$ the collision frequency at speed $v$,

$$\frac{dW}{dt}=F-\langle v_z\nu_m(v)\rangle\equiv F-\nu W .$$

This defines $\nu=\langle v_z\nu_m\rangle/W$. It is a drift-weighted average, not the mean collision frequency.

Next multiply by the kinetic energy $v^2/2$. Integration by parts now gives

$$F\int\frac{v^2}{2}\frac{\partial f}{\partial v_z}\,d^3v=-F\int v_zf\,d^3v=-FW,$$

and therefore

$$\frac{d\varepsilon}{dt}=FW-S .$$

For a cold gas with one vibrational quantum $u_0$, excited at frequency $\nu_v(v)$, the loss is $S=u_0\langle\nu_v\rangle$. More processes add more terms. Ionization or attachment would change the number of electrons over which one averages, and the balances would acquire further terms.

In a steady state $F=\nu W$ and $FW=S$. Substituting the first into the second gives $\nu W^2=S$. Multiplying the first by $F$ gives $F^2=\nu FW=\nu S$. Hence

$$\boxed{W^2=\frac{S}{\nu},\qquad F^2=S\nu .}$$

In ordinary units these read $W^2=S/(m\nu)$ and $(eE)^2=mS\nu$. The ratio fixes the drift and the product fixes the field.

**Limit: constant friction.** If $\nu$ does not depend on energy, $W=F/\nu$ is linear in the field for any rising $S(\varepsilon)$. Suppose $S\propto\varepsilon^{1/2}$. The energy-relaxation frequency $S/\varepsilon$ then falls with energy, and so does its ratio to $\nu$, yet the drift rises. The quantity in the criterion must therefore be the power $S$, not the frequency $S/\varepsilon$.

## The slope of the drift curve

Let $\nu$ and $S$ be smooth functions of $\varepsilon$ along the steady states, with logarithmic slopes

$$n=\frac{d\ln\nu}{d\ln\varepsilon},\qquad s=\frac{d\ln S}{d\ln\varepsilon}.$$

Taking logarithms of the boxed relations and differentiating gives

$$2\,d\ln W=(s-n)\,d\ln\varepsilon,\qquad 2\,d\ln F=(s+n)\,d\ln\varepsilon .$$

Division, for $s+n\neq0$, yields

$$\frac{d\ln W}{d\ln F}=\frac{s-n}{s+n}.$$

This is negative when numerator and denominator have opposite signs, that is, when $|s|<|n|$. There are two ways to arrange it:

- $n>|s|$: the ratio $S/\nu$ falls with energy and the product $S\nu$ rises.
- $n<-|s|$: the ratio rises and the product falls.

The slope formula alone does not choose between them.

**Limit: fixed loss.** Setting $s=0$ and $n=1$ gives a slope of $-1$, which is the opening case $W=S_0/F$.

The loss power need not fall. Because $S=FW$,

$$\frac{d\ln S}{d\ln F}=1+\frac{s-n}{s+n}=\frac{2s}{s+n}.$$

On a branch with $s+n>0$, the loss power rises with field as long as $s>0$, even while the drift falls. The maximum of $W$ lies at $s=n$, where loss and friction grow at the same relative rate.

## Which case can persist

Hold $F$ fixed and disturb a steady state by $\delta W$ and $\delta\varepsilon$. I now assume that $\nu$ and $S$ follow the momentary mean energy, which is more than the steady balances required. With primes for $d/d\varepsilon$, the linearized equations are

$$\dot{\delta W}=-\nu\,\delta W-\nu'W\,\delta\varepsilon,\qquad
\dot{\delta\varepsilon}=F\,\delta W-S'\,\delta\varepsilon .$$

For disturbances proportional to $e^{\lambda t}$, a nonzero solution requires

$$(\lambda+\nu)(\lambda+S')+\nu'WF=0 .$$

Replace $WF$ by $S$ and collect terms:

$$\lambda^2+(\nu+S')\lambda+(\nu S)'=0 .$$

Both roots have negative real parts if and only if both coefficients are positive. The last one requires $S\nu$ to rise with energy, which excludes the second case. For the middle one, use $S=\nu W^2$:

$$\nu+S'=\nu\left(1+s\frac{W^2}{\varepsilon}\right)>0 .$$

This holds when the drift energy $W^2/2$ is a small part of $\varepsilon$ and $s$ is of order one.

The full criterion is then as follows. A steady state that is stable at fixed field and has $dW/dF<0$ must have $S/\nu$ falling and $S\nu$ rising with mean energy. Conversely, these two trends give a negative slope, and the state is stable if the middle coefficient is also positive. Stability here concerns uniform disturbances; growth of charge layers in space is a separate question.

**Limit: the two cases side by side.** Take $S/(\nu\varepsilon)=0.05$. For $n=1$, $s=-0.5$, the quadratic is $\lambda^2+0.975\lambda+0.025=0$ in units where $\nu=\varepsilon=1$. Its slower root is $-0.026$, so an energy error decays. For $n=-1.5$, $s=0.5$ it is $\lambda^2+1.025\lambda-0.05=0$, with a root $+0.047$. The steady slope is again negative, but a small excess of energy grows: friction drops, the drift speeds up, and the field supplies more than the gas removes.

## What this asks of cross sections

A crude model puts all electrons near one energy $u=\varepsilon$. For gas density $N$, vibrational cross section $\sigma_v$ and total cross section $\sigma_m$,

$$S=u_0Nv\sigma_v,\qquad \nu=Nv\sigma_m,$$

and since $v^2=2\varepsilon$,

$$\frac{S}{\nu}=u_0\frac{\sigma_v}{\sigma_m},\qquad S\nu=2u_0N^2\,\varepsilon\,\sigma_v\sigma_m .$$

The speed cancels from the ratio. In this model the drift falls when exciting collisions become a smaller share of all collisions, provided that $\varepsilon\sigma_v\sigma_m$ still rises.

**Limit: energies far above the quantum.** Consider the dipole-shaped cross section

$$\sigma_v(u)=2A\frac{u_0}{u}\,\mathrm{arcosh}\sqrt{u/u_0}\qquad(u>u_0).$$

For large $x$, $\mathrm{arcosh}\,x\approx\ln 2x$, so $\sigma_v\approx A(u_0/u)L$ with $L=\ln(4u/u_0)$. Its logarithmic slope is $-1+1/L$. The speed contributes $1/2$, hence $s=-1/2+1/L$.

If the elastic cross section grows linearly with energy and dominates $\sigma_m$, then $n=3/2$ and

$$\frac{d\ln W}{d\ln F}=\frac{-2+1/L}{1+1/L}=\frac{1-2L}{1+L},$$

which tends to $-2$. If the elastic cross section is constant and $\sigma_v/\sigma_m$ is small compared with $1/L$, then $n=1/2$, and the slope is $(-1+1/L)/(1/L)=1-L$. This limit is reached slowly: for $u_0=0.16$ eV and an elastic cross section equal to $A$, the slope at 5 eV is $-6.5$, while $1-L=-3.8$. The product then rises only logarithmically, so a small change of field moves the mean energy a long way. A loss that fell slightly faster would leave no stable state at these high energies.

## A Maxwellian estimate

A closure that allows for a spread of energies uses a weakly drifting Maxwellian of temperature $T$ in energy units,

$$f=f_M\left(1+\frac{Wv_z}{T}\right).$$

The isotropic part contributes nothing to $\langle v_z\nu_m\rangle$. Replacing $v_z^2$ by its angular average $v^2/3$, and writing $v^2=2u$,

$$\langle v_z\nu_m\rangle=\frac{W}{3T}\langle v^2\nu_m\rangle_M
=\frac{2W}{3T}\langle u\nu_m\rangle_M .$$

As $\langle u\rangle_M=3T/2=\varepsilon$, this gives

$$\nu=\frac{\langle u\nu_m\rangle_M}{\langle u\rangle_M},\qquad S=u_0\langle\nu_v\rangle_M .$$

**Limit: recoil alone.** With no vibrational loss, a cold gas of molecules of mass $M$ takes an average fraction $2/M$ of the energy in each isotropic collision, to leading order in $1/M$. Then $S=(2/M)\langle u\nu_m\rangle_M=(2/M)\varepsilon\nu$, and

$$W^2=\frac{S}{\nu}=\frac{2\varepsilon}{M}.$$

The ratio rises with energy for every elastic cross section. Within this closure, recoil in a cold gas cannot give a falling drift on a stable branch.

## A model deposition gas at 1 Torr

The example is a gas at 1 Torr and 300 K, of density $3.22\times10^{16}\ \mathrm{cm^{-3}}$, with round parameters:

- one quantum $u_0=0.16$ eV, with the dipole-shaped $\sigma_v$ and $A=1$ Å$^2$;
- an elastic cross section of 1 Å$^2$ plus 3 Å$^2$ per eV of electron energy.

Scattering is isotropic and the molecules start in their ground state. I solved the steady kinetic equation by expanding $f$ in six Legendre terms in the angle to the force, with finite differences in energy. No Maxwellian shape is assumed. A finer energy grid with eight Legendre terms changes the averages below by less than 0.3%, so the last digit shown can shift by a few units. The averages are:

| $E$ (V/cm) | $\varepsilon$ (eV) | $W$ ($10^6$ cm/s) | $\nu$ (1/µs) | $S$ (eV/µs) |
|---|---|---|---|---|
| 0.30 | 0.095 | 4.43 | 119 | 1.33 |
| 0.60 | 0.136 | 6.10 | 173 | 3.66 |
| 1.00 | 0.216 | 6.90 | 255 | 6.90 |
| 1.50 | 0.375 | 6.77 | 390 | 10.15 |
| 2.20 | 0.720 | 5.72 | 676 | 12.59 |
| 3.00 | 1.262 | 4.44 | 1188 | 13.32 |

A numerical search for the maximum puts the peak at 1.17 V/cm, or 3.6 Td ($1\ \mathrm{Td}=10^{-17}\ \mathrm{V\,cm^2}$). There $W=6.95\times10^6$ cm/s and $\varepsilon=0.26$ eV.

Compare 1.0 with 2.2 V/cm. The ratio $S/\nu$ falls from 0.0271 to 0.0186 eV, so the drift should change by the factor $\sqrt{0.0186/0.0271}=0.83$. The table gives $5.72/6.90=0.83$. The product rises from 1757 to 8510 eV/µs$^2$, and $\sqrt{8510/1757}=2.2$ is the ratio of the fields.

From 2.2 to 3.0 V/cm the loss still grows by 6%, but friction grows by 76%. The drift falls because loss lags behind friction, not because loss declines. For electrons of a single energy, $v\sigma_v$ would already fall above 0.52 eV. The spread of energies keeps the averaged loss rising: at 2.2 V/cm nearly half of the electrons are still below 0.52 eV, and at 3.0 V/cm about a quarter.

Solutions at fields 3% below and above 2.2 V/cm give $n=0.923$ and $s=0.194$. Therefore

$$\frac{d\ln W}{d\ln E}=\frac{0.194-0.923}{0.194+0.923}=-0.65 .$$

The ordinary mobility is $W/E=2.60\times10^6\ \mathrm{cm^2/Vs}$. Multiplying by the slope gives a differential mobility $dW/dE=-1.70\times10^6\ \mathrm{cm^2/Vs}$.

## How much the simplifications matter

The Maxwellian closure puts the peak at 1.20 V/cm with $W=6.17\times10^6$ cm/s. At 2.2 V/cm its drift is 7% below the kinetic value, but its mean energy is 0.48 eV instead of 0.72 eV, a third too low. The balances show how both can be true. At fixed field $\nu=F/W$ and $S=FW$, so a 7% error in drift means errors of about 7% in both averages; nothing ties $\varepsilon$ so closely. The closure finds the falling drift, with slope $-0.51$, but is a poor guide to the mean energy.

Other changes of $W$, relative to the six-term solution, are smaller at this field. Keeping two Legendre terms raises it by 2.5%. At 0.6 V/cm, where the drift energy is 8% of $\varepsilon$ rather than 1.3%, the rise is 6%. Including molecules already excited at 300 K, with a Boltzmann population of the one excited level, lowers $W$ by 0.4% at 2.2 V/cm. For molecules of mass 16 u, recoil would add 0.4% to the power loss at 2.2 V/cm. At 3.0 V/cm it would add 1.5%, raising $W$ by 1.5% and lowering $\varepsilon$ by 3%.

For collisions between electrons I use the estimate $\nu_{ee}=4\pi n_e\ln\Lambda/v^3$, with electron density $n_e$ and $v=\sqrt{2\varepsilon}$. An ionization degree of $10^{-6}$ and a Coulomb logarithm $\ln\Lambda=10$ make $\nu_{ee}$ about 0.12 of $S/\varepsilon$ at 2.2 V/cm. At the same $\varepsilon$ and logarithm, an ionization degree of $10^{-5}$ would make the two rates comparable. The isotropic part of the distribution would then be drawn towards a Maxwellian. This would not make the closure above accurate: $\nu_{ee}$ would be about 20 per µs, still far below $\nu=676$ per µs, so collisions with the gas would continue to shape the drifting part.

## Methane, and a field that varies in time

The parameters lie in the rough regime of methane, a gas used to deposit carbon films. Methane has a vibrational quantum near 0.16 eV, a low elastic cross section at a few tenths of an eV, and a falling drift above a few Td. Its peak drift is roughly $10^7$ cm/s, somewhat above the model's. The model omits methane's higher vibrational quantum near 0.37 eV, and its elastic cross section grows without limit, which is unrealistic above several eV. At 3 V/cm a fraction $5\times10^{-5}$ of the electrons exceeds 9 eV, roughly where dissociation begins. If these dissociated molecules at the mean vibrational excitation rate, the extra loss would be $5\times10^{-5}\times9/0.16\approx0.3\%$; a tenfold rate would make it 3%. A discharge sustained by its own ionization typically runs at tens of Td or more, far above this peak. The result therefore concerns weak-field regions, afterglows and externally sustained plasmas.

Many reactors also break the assumption of a static field. Add a small modulation of angular frequency $\omega\ll\nu$ to a steady force, with relative amplitudes $a$ for the force, $w$ for the drift and $h$ for the energy, all multiplying $e^{-i\omega t}$. Momentum balance is then quasi-static, $W=F/\nu$, so

$$w=a-nh .$$

Linearizing the energy equation and dividing by $\varepsilon$, with $\gamma=S/\varepsilon$, gives

$$-i\omega h=\gamma(a+w-sh).$$

Inserting $w$ gives $h(s+n-i\omega/\gamma)=2a$, and hence

$$\frac{w}{a}=1-\frac{2n}{s+n-i\omega/\gamma}.$$

At $\omega=0$ this is the steady slope. For $\gamma\ll\omega\ll\nu$ it is close to 1, because the energy no longer follows the field. At still higher frequencies the inertia of the electrons, neglected here, weakens the response. Without inertia, the real part of $w/a$ is

$$1-\frac{2n(s+n)}{(s+n)^2+\omega^2/\gamma^2},$$

which, on a branch with $s+n>0$, is negative when $\omega^2/\gamma^2<2n(s+n)-(s+n)^2=n^2-s^2$.

At 2.2 V/cm, $\gamma=12.59/0.720=17.5$ per µs. The negative response survives up to $\omega=17.5\sqrt{0.923^2-0.194^2}\approx16$ per µs, a frequency of about 2.5 MHz. For a small modulation at the common drive frequency of 13.56 MHz, $\omega=85$ per µs and $\omega/\gamma=4.9$. The real part is then about $+0.9$ instead of $-0.65$. These estimates assume that $\nu$ and $S$ follow the momentary mean energy. The time-dependent kinetic equation, linearized about the same steady state, needs no such assumption: it puts the change of sign at about 2.75 MHz and the real part at 13.56 MHz at $+0.73$. Because $\nu/\gamma$ is only about 39 here, the real part rises to no more than about $0.9$, near $\omega=200$ per µs, before inertia lowers it again. Both results apply to a small modulation on a steady field, not to a field that is wholly alternating. At fixed $E/N$ the limiting frequency scales with gas density.

Numerical values quoted here were computed with a short program.
